# Deriving the D4 wavelet filter from orthogonality and two vanishing moments

When an orbital is stored on a grid, one has to decide which numbers may be thrown away. A wavelet step splits the grid values into a smooth half and a detail half. Where the details are small they can be dropped, and the grid there becomes twice as coarse. How small they are depends on the filter. Two coefficients are cheapest, but they leave a detail wherever the orbital has a slope. Four coefficients can be chosen so that constant and sloping stretches both leave none, with all basis functions still orthonormal. These requirements fix the four numbers up to a sign and a reflection.

Measure \(x\) in units of the grid spacing, so that lengths are dimensionless. Let \(\phi(x)\) be a real, square-integrable function that vanishes outside \([0,3]\), with \(\int\phi\,dx\neq0\). It is called the scaling function, and its shifts \(\phi(x-m)\), with \(m\) an integer, are the basis on the coarse grid. Two assumptions connect it to the grid of half the spacing. The shifts are orthonormal, and \(\phi\) is a combination of its own half-width copies:
\[
\int\phi(x)\phi(x-m)\,dx=\delta_{m0},\qquad
\phi(x)=\sqrt2\sum_{k=0}^{3}h_k\,\phi(2x-k).
\]
The factor \(\sqrt2\) makes each \(\sqrt2\,\phi(2x-k)\) normalised. The wavelet \(\psi\), which carries the detail, is another combination of the same copies:
\[
\psi(x)=\sqrt2\sum_{k=0}^{3}g_k\,\phi(2x-k).
\]

Insert the refinement equation into the overlap and substitute \(y=2x-k\), \(dx=dy/2\). The prefactor \(\sqrt2\cdot\sqrt2\cdot\tfrac12\) is one, and
\[
\int\phi(x)\phi(x-m)\,dx=\sum_{k,l}h_kh_l\int\phi(y)\,\phi(y+k-2m-l)\,dy
=\sum_l h_l\,h_{l+2m},
\]
because the last integral is one for \(k=l+2m\) and zero otherwise. Coefficients with an index outside 0 to 3 count as zero. Setting the result equal to \(\delta_{m0}\) gives normalisation for \(m=0\) and shift orthogonality for \(m=\pm1\):
\[
h_0^2+h_1^2+h_2^2+h_3^2=1,\qquad h_0h_2+h_1h_3=0.
\]
For \(|m|\ge2\) the two lists no longer overlap, so there is no further condition.

The same substitution turns orthogonality between \(\psi\) and the shifts of \(\phi\) into \(\sum_l h_l\,g_{l+2m}=0\) for \(m=-1,0,1\). A choice that satisfies all three is to reverse the list and alternate the signs:
\[
g_k=(-1)^kh_{3-k},\qquad (g_0,g_1,g_2,g_3)=(h_3,-h_2,h_1,-h_0).
\]
The three sums then cancel in pairs:
\[
\begin{aligned}
m=-1:&\quad h_2g_0+h_3g_1=h_2h_3-h_3h_2=0,\\
m=0:&\quad h_0h_3-h_1h_2+h_2h_1-h_3h_0=0,\\
m=1:&\quad h_0g_2+h_1g_3=h_0h_1-h_1h_0=0.
\end{aligned}
\]
The wavelet's own shifts are orthonormal too, since \(\sum g_k^2=\sum h_k^2=1\) and \(g_0g_2+g_1g_3=h_3h_1+h_2h_0=0\).

This choice is forced up to a sign. If neither pair \((h_0,h_1)\) nor \((h_2,h_3)\) vanishes, the conditions for \(m=-1\) and \(m=1\) give \(g=(\alpha h_3,-\alpha h_2,\beta h_1,-\beta h_0)\), and the one for \(m=0\) becomes \((\alpha-\beta)(h_0h_3-h_1h_2)=0\). Two nonzero orthogonal pairs are not parallel, so \(h_0h_3-h_1h_2\neq0\) and \(\alpha=\beta\); normalisation gives \(\alpha=\pm1\). If one pair vanishes, both halves of \(g\) are multiples of one vector, orthogonality of the wavelet's shifts makes one multiple zero, and two adjacent coefficients cannot satisfy the two moment conditions below.

The remaining freedom is spent on smooth functions. Near a given point a smooth orbital is a constant plus a slope plus smaller terms. The first two leave no detail if \(\int\psi\,dx=0\) and \(\int x\psi\,dx=0\). With \(x=(y+k)/2\), the general moment is
\[
\int x^p\psi(x)\,dx=\frac{\sqrt2}{2^{p+1}}\sum_kg_k\int(y+k)^p\phi(y)\,dy .
\]
Write \(M_q=\int y^q\phi\,dy\). For \(p=0\) the right side is \(M_0\sum g_k/\sqrt2\). For \(p=1\) it is \(\tfrac{\sqrt2}{4}\left(M_1\sum g_k+M_0\sum k\,g_k\right)\). Since \(M_0\neq0\), both moments vanish if and only if \(\sum g_k=0\) and \(\sum k\,g_k=0\). In terms of \(h\),
\[
h_0+h_2=h_1+h_3,\qquad -h_2+2h_1-3h_0=0 .
\]

There are now four equations for four unknowns. Add twice the orthogonality condition to the normalisation:
\[
(h_0+h_2)^2+(h_1+h_3)^2=\sum_kh_k^2+2(h_0h_2+h_1h_3)=1 .
\]
The two brackets are equal by the first moment equation, so each is \(+1/\sqrt2\) or each is \(-1/\sqrt2\). Integrating the refinement equation settles the sign. Each half-width copy has integral \(M_0/2\), so \(M_0=\sqrt2\,(\sum h_k)\,M_0/2\), and division by \(M_0\) gives \(\sum h_k=\sqrt2\). The plus sign holds. The sum rule \(\sum h_k=\sqrt2\) is therefore not a fifth independent equation; it contributes a sign.

Now eliminate. The even sum gives \(h_2=1/\sqrt2-h_0\). Put this into the second moment equation:
\[
-\frac1{\sqrt2}+h_0+2h_1-3h_0=0\quad\Rightarrow\quad h_1=h_0+\frac1{2\sqrt2}.
\]
The odd sum then gives \(h_3=1/\sqrt2-h_1=1/(2\sqrt2)-h_0\). The orthogonality condition becomes an equation for \(h_0\) alone:
\[
h_0\Big(\frac1{\sqrt2}-h_0\Big)+\Big(\frac1{2\sqrt2}+h_0\Big)\Big(\frac1{2\sqrt2}-h_0\Big)
=\frac{h_0}{\sqrt2}-2h_0^2+\frac18=0 .
\]
This is \(2h_0^2-h_0/\sqrt2-\tfrac18=0\), with discriminant \(\tfrac12+1=\tfrac32\), so
\[
h_0=\frac14\Big(\frac1{\sqrt2}\pm\sqrt{\tfrac32}\Big)=\frac{1\pm\sqrt3}{4\sqrt2}.
\]
With \(1/(2\sqrt2)=2/(4\sqrt2)\) and \(1/\sqrt2=4/(4\sqrt2)\), the upper sign gives
\[
h_0=\frac{1+\sqrt3}{4\sqrt2},\quad h_1=\frac{3+\sqrt3}{4\sqrt2},\quad
h_2=\frac{3-\sqrt3}{4\sqrt2},\quad h_3=\frac{1-\sqrt3}{4\sqrt2}.
\]
Numerically these are 0.48296, 0.83652, 0.22414 and \(-0.12941\). This is the four-coefficient Daubechies filter, called D4 below. The lower sign gives the same list reversed, which belongs to the reflected function \(\phi(3-x)\). Putting the large weights first is a convention. Neither list is symmetric, so an orbital and its mirror image generally receive different coefficients.

A geometric view shows why there are two answers. Keep one vanishing moment, so that the even and odd sums are both \(1/\sqrt2\), and write
\[
h_{0,2}=\frac1{2\sqrt2}\pm u,\qquad h_{1,3}=\frac1{2\sqrt2}\pm v .
\]
Orthogonality reads \(\tfrac18-u^2+\tfrac18-v^2=0\), a circle \(u^2+v^2=\tfrac14\). Every point on it satisfies normalisation, orthogonality and one vanishing moment. The second moment equation becomes \(-1/\sqrt2-2u+2v=0\), or \(v-u=1/(2\sqrt2)\). This straight line cuts the circle at \(u=\tfrac12\cos\theta\), \(v=\tfrac12\sin\theta\) with \(\sin(\theta-45^\circ)=\tfrac12\), that is, at \(\theta=75^\circ\) and \(195^\circ\). These are the two mirror images. The point \(\theta=45^\circ\) is the two-coefficient Haar filter \((1,1,0,0)/\sqrt2\).

So far the existence of \(\phi\) has been assumed, and the four equations are necessary conditions. That conditions on the filter do not by themselves guarantee orthonormal shifts is shown by a point of the circle with only one vanishing moment, namely \(\theta=-45^\circ\), the filter \((1,0,0,1)/\sqrt2\). Its refinement equation \(\phi(x)=\phi(2x)+\phi(2x-3)\) is solved by a box of height \(1/3\) on \([0,3]\). That box overlaps its neighbour by \(2/9\), so its shifts are not orthogonal although the filter obeys the orthogonality condition. The D4 filter needs a proof that it escapes this fate.

Start from the unit box, \(\phi_0=1\) on \([0,1)\) and zero elsewhere, and iterate
\[
\phi_{n+1}(x)=\sqrt2\sum_kh_k\,\phi_n(2x-k).
\]
Three properties survive each step. The support stays inside \([0,3]\), because \(0\le2x-k\le3\) with \(0\le k\le3\) implies \(0\le x\le3\). The shifts stay orthonormal, by the overlap calculation above with \(\phi_n\) on the right-hand side. The shifts also keep adding up to one. With \(j=2m+k\),
\[
\sum_m\phi_{n+1}(x-m)=\sqrt2\sum_j\phi_n(2x-j)\sum_{k\equiv j\ (\mathrm{mod}\ 2)}h_k=1,
\]
because the inner sum is the even or the odd sum, \(1/\sqrt2\) in either case.

Let \(d_n=\phi_{n+1}-\phi_n\) and \(a_m=\int d_n(x)d_n(x-m)\,dx\). The squared size of the step is \(a_0\). Since \(d_n\) obeys the same linear iteration, the overlap calculation gives the values after one more step as
\[
a_m'=\sum_jr_j\,a_{2m-j},\qquad r_j=\sum_lh_lh_{l+j}.
\]
Here \(r_0=1\) and \(r_2=0\) by the orthonormality conditions. The other two follow from the coefficients:
\[
r_1=\frac{(6+4\sqrt3)+6+(6-4\sqrt3)}{32}=\frac9{16},\qquad
r_3=\frac{1-3}{32}=-\frac1{16}.
\]
By the support property \(a_m=0\) for \(|m|\ge3\), and \(a_{-m}=a_m\), \(r_{-j}=r_j\). What remains is
\[
a_1'=a_2+(r_1+r_3)a_1=\tfrac12a_1+a_2,\qquad a_2'=r_3a_1=-\tfrac1{16}a_1 .
\]
The value \(a_0\) needs no recursion of its own. The shifts of \(d_n\) add up to \(1-1=0\), so \(\sum_ma_m=0\) and \(a_0=-2(a_1+a_2)\).

The starting values come from the first step, where \(\phi_1\) equals \(\sqrt2\,h_l\) on the half-cell from \(l/2\) to \((l+1)/2\). Its overlap with the unit box is \((h_0+h_1)/\sqrt2=(2+\sqrt3)/4\), and with the box shifted by one it is \((h_2+h_3)/\sqrt2=(2-\sqrt3)/4\). The overlap of \(\phi_0\) with \(\phi_1(x-1)\) vanishes, as do the self-overlaps at shift one. Thus \(a_1=-(2-\sqrt3)/4\) and \(a_2=0\) at \(n=0\).

The recursion matrix splits into a multiple of the identity and a remainder whose square is zero:
\[
\begin{pmatrix}\frac12&1\\-\frac1{16}&0\end{pmatrix}=\frac14I+N,\qquad
N=\begin{pmatrix}\frac14&1\\-\frac1{16}&-\frac14\end{pmatrix},\qquad N^2=0 .
\]
Its \(n\)th power is therefore \(4^{-n}(I+4nN)\). Applied to \((a_1,0)\) it gives \(4^{-n}a_1\,(1+n,\,-n/4)\). The two entries add to \(4^{-n}a_1(1+3n/4)\), and multiplication by \(-2\) yields
\[
\int(\phi_{n+1}-\phi_n)^2dx=\Big(1-\frac{\sqrt3}2\Big)\Big(1+\frac{3n}4\Big)4^{-n}.
\]
The direct iteration gives 0.13397 at \(n=0\), 0.05861 at \(n=1\) and \(1.086\times10^{-6}\) at \(n=10\), in agreement with the formula. The step norms, which are square roots of these numbers, eventually fall by a factor approaching two and have a finite sum. The sequence thus converges in the mean-square sense to a function \(\phi\). Overlaps carry over to the limit, so its shifts are orthonormal. On a finite interval integrals carry over as well, so \(M_0=1\). Both sides of the iteration converge, so \(\phi\) obeys the refinement equation. The assumptions made at the beginning are thereby met.

For \((1,0,0,1)/\sqrt2\) the same argument gives \(r_1=0\), \(r_3=\tfrac12\), hence \(a_1'=\tfrac12a_1+a_2\) and \(a_2'=\tfrac12a_1\). Now \(a_1+a_2\) is conserved, and so is \(a_0\). Its starting value is \(2-2(h_0+h_1)/\sqrt2=1\), so the iteration moves by the same amount for ever. The numerical output shows this value of one at \(n=0\) and at \(n=10\).

Two vanishing moments use up the freedom in four coefficients, and the next moment is what it is:
\[
\sum_kk^2g_k=-h_2+4h_1-9h_0
=\frac{-(3-\sqrt3)+4(3+\sqrt3)-9(1+\sqrt3)}{4\sqrt2}=-\sqrt{\tfrac32}.
\]
In the moment formula with \(p=2\) the terms with \(M_2\) and \(M_1\) drop out, and \(M_0=1\) leaves \(\int x^2\psi\,dx=\tfrac{\sqrt2}8\left(-\sqrt{3/2}\right)=-\sqrt3/8\approx-0.2165\). Direct integration of the iterated wavelet gives the same value.

The effect is visible on four numbers. The filter \(g=(-0.12941,-0.22414,0.83652,-0.48296)\) applied to the straight line 1, 2, 3, 4 gives
\[
-0.12941-0.44829+2.50955-1.93185=0.00000,
\]
where the products were formed before rounding. Applied to the parabola 0, 1, 4, 9 it gives \(-0.22414+3.34607-4.34667=-1.2247\), which is \(-\sqrt{3/2}\).

For an orbital, take the ground state of a harmonic oscillator with mass and frequency one in atomic units, \(f(x)=\pi^{-1/4}e^{-x^2/2}\), with \(x\) now in bohr. Sample it at spacing \(\Delta\) as \(s_k=\sqrt\Delta\,f(k\Delta)\), so that the squares of the samples add up to one within the accuracy of the sum. One filter step produces smooth values \(c_n=\sum_kh_ks_{2n+k}\) and details \(d_n=\sum_kg_ks_{2n+k}\), where \(d_n\) is now a number. The samples are treated here as a plain list; they are not the exact coefficients of \(f\) in the scaling functions. In the tests the squares of \(c_n\) and \(d_n\) together reproduce the squared norm of the samples, and \(s_{2n+k}\) is rebuilt by adding up \(h_kc_n+g_kd_n\). The sum \(\sum d_n^2\) is therefore the share of the squared norm that is lost if all details are dropped.

Expand \(f\) about \(x_n=2n\Delta\). The constant and the slope cancel, and the leading term is
\[
d_n\approx\sqrt\Delta\,\frac{\Delta^2}2f''(x_n)\sum_kk^2g_k=-\frac12\sqrt{\tfrac32}\,\Delta^{5/2}f''(x_n).
\]
Its square is \(\tfrac38\Delta^5f''^2\). The points \(x_n\) lie \(2\Delta\) apart, so a sum over \(n\) is an integral divided by \(2\Delta\). For the Haar filter the detail is \((s_{2n}-s_{2n+1})/\sqrt2\approx-\Delta^{3/2}f'/\sqrt2\). To leading order in \(\Delta\),
\[
\sum_nd_n^2\approx\frac3{16}\Delta^4\!\int f''^2dx\ \ (\text{D4}),\qquad
\sum_nd_n^2\approx\frac14\Delta^2\!\int f'^2dx\ \ (\text{Haar}).
\]
From \(f'=-xf\) and \(f''=(x^2-1)f\) the integrals are \(0.5\ \text{bohr}^{-2}\) and \(0.75\ \text{bohr}^{-4}\).

At \(\Delta=0.25\) bohr the D4 law gives \(\tfrac3{16}\times0.003906\times0.75=5.49\times10^{-4}\), and the direct sum is \(5.22\times10^{-4}\). The Haar law gives \(7.81\times10^{-3}\), and the direct sum is \(7.75\times10^{-3}\). D4 thus leaves about 15 times less in the details. At 0.125 bohr the direct sums are \(3.39\times10^{-5}\) and \(1.95\times10^{-3}\), a ratio of about 58. Halving the spacing reduces the D4 share by 15.4 and the Haar share by 3.98, close to the leading-order factors 16 and 4.

The D4 sum lies 5.0 per cent below its law at the wider spacing and 1.3 per cent below at the finer one. This can be derived. Replace the sum over \(n\) by an integral over the position of the filter, and use \(\int f(x)f(x+s)\,dx=e^{-s^2/4}\). The autocorrelations of \(g\) are \((-1)^jr_j\), so
\[
\sum_nd_n^2\approx\frac12\Big[1-\frac98e^{-\Delta^2/4}+\frac18e^{-9\Delta^2/4}\Big]
=\frac{9}{64}\Delta^4\Big(1-\frac56\Delta^2+\dots\Big).
\]
The terms in \(\Delta^2\) cancel in the bracket, which is the second vanishing moment at work. The correction \(\tfrac56\Delta^2\) is 5.2 per cent at 0.25 bohr and 1.3 per cent at 0.125 bohr, and it accounts for the difference to leading order. The next term in the round parenthesis, \(+\tfrac{91}{192}\Delta^4\), is 0.2 per cent at 0.25 bohr and brings 5.2 down to the observed 5.0.

The advantage rests on smoothness. Suppose the slope of \(f\) jumps by \(\kappa\) at the second of the four samples, as at a cusp. The straight part is removed, and the kink contributes \(\sqrt\Delta\,\kappa\Delta\,(g_2+2g_3)\). The two moment equations give \(\sum_k(k-1)g_k=0\), hence \(g_2+2g_3=g_0\), and the detail is \(-0.129\,\kappa\,\Delta^{3/2}\). This is the power of \(\Delta\) that Haar shows on any slope, but it occurs only where the filter straddles the kink. The prefactor depends on where the kink lies. On the third sample it is \(g_3=-0.483\). A fraction \(t\) of the way from the first sample to the second, two filters straddle the kink, with prefactors \(t\,g_0\) and \((1-t)\,g_3\), and the larger of the two in size is smallest, 0.102, at \(t=0.79\). The curvature beside the cusp adds a term of order \(\Delta^{5/2}f''\), which can partly cancel the kink term: for \(e^{-|x|}\) at \(\Delta=0.25\) bohr, with the kink on the second sample, the prefactor is \(-0.067\) instead of \(-0.129\). At the least favourable kink position the largest prefactor for \(e^{-|x|}\) is only about 0.04 in size at \(\Delta=0.25\) bohr, less than the 0.05 of a filter lying on the smooth side next to the cusp; it rises to about 0.07 at 0.1 bohr, 0.09 at 0.05 bohr and 0.10 at 0.01 bohr. For small enough \(\Delta\) the kink term dominates, and a threshold set safely below \(0.10\,|\kappa|\,\Delta^{3/2}\) keeps a detail at the cusp and drops the details wherever the curvature term falls below the threshold.

The norm lost in the details is not an energy error. The kinetic energy weights short wavelengths more strongly, and it requires a square-integrable derivative of the basis functions. The D4 scaling function does not have one. Let \(D_s(x)=\phi(x+s)-\phi(x)\), with \(x\) again in grid units. The refinement equation gives \(D_s(x)=\sqrt2\sum_kh_kD_{2s}(2x-k)\), so each halving of \(s\) changes the overlaps \(\int D_s(x)D_s(x-m)\,dx\) by the recursion found for \(a_m\). At \(s=1\) orthonormality gives \(a_0=2\), \(a_1=-1\) and zero beyond; the recursion keeps \(a_m=0\) for \(|m|\ge3\), and the shifts of \(D_s\) add up to zero. With starting values \((-1,0)\) the earlier result gives \(\int D_s^2\,dx=2(1+3n/4)\,4^{-n}\) at \(s=2^{-n}\), so \(\int(D_s/s)^2dx=2+3n/2\). A square-integrable derivative would bound this by \(\int\phi'^2dx\) for every \(s\), since \(D_s(x)=\int_0^s\phi'(x+t)\,dt\) and the Cauchy–Schwarz inequality applies. It grows without limit instead, so the kinetic energy of a D4 basis function is infinite.

## Calculated quantities

```
Real solutions of the four conditions: 4
Solutions with positive sum: 2
h0 = +0.4829629131   g0 = -0.1294095226
h1 = +0.8365163037   g1 = -0.2241438680
h2 = +0.2241438680   g2 = +0.8365163037
h3 = -0.1294095226   g3 = -0.4829629131
Sum of h = 1.4142135624
Sum of h^2 = 1.0000000000
h0*h2 = +0.1082531755, h1*h3 = -0.1082531755
Filter autocorrelations r0..r3: 1.000000 0.562500 0.000000 -0.062500
Squared iteration step n=0: direct 1.339746e-01, formula 1.339746e-01
Squared iteration step n=1: direct 5.861389e-02, formula 5.861389e-02
Squared iteration step n=2: direct 2.093353e-02, formula 2.093353e-02
Squared iteration step n=5: direct 6.214642e-04, formula 6.214642e-04
Squared iteration step n=10: direct 1.086029e-06, formula 1.086029e-06
Filter (1,0,0,1)/sqrt2: squared step n=0 1.000000, n=10 1.000000
All shift overlaps correct to 1e-10: True
Wavelet moments 0 and 1 below 1e-10: True
Integral of x^2 psi: direct -0.21650635, -sqrt3/8 = -0.21650635
Detail of samples 1,2,3,4: 0.00000000
Detail of samples 0,1,4,9: -1.22474487
Integral of f'^2 = 0.500000 bohr^-2
Integral of f''^2 = 0.750000 bohr^-4
Spacing 0.25 bohr: number of samples 96
  D4 detail share: direct 5.216952e-04, law 5.493164e-04
  Haar detail share: direct 7.751781e-03, law 7.812500e-03
  Samples rebuilt to 1e-12: True
Spacing 0.125 bohr: number of samples 192
  D4 detail share: direct 3.388919e-05, law 3.433228e-05
  Haar detail share: direct 1.949315e-03, law 1.953125e-03
  Samples rebuilt to 1e-12: True
Reduction on halving the spacing: D4 15.394, Haar 3.977
```
